# Breit Exchange from Four Poisson Solves per Pair Current

For two Kramers pairs of model orbitals, the Gaunt exchange energy is 166.37 microhartree and the general scheme below obtains it with 30 real Poisson solves. Ten more solves give the gauge correction, −14.72 microhartree, although its kernel is a tensor with nine Cartesian components. One additional scalar solve per current is enough because that tensor is a second derivative.

## Energy and conventions

Atomic units are used, with $c=1/\alpha_{\rm fs}$. The instantaneous Breit interaction is

$$
g=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}
+\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}
-\frac{(\boldsymbol\alpha_1\cdot\mathbf r_{12})(\boldsymbol\alpha_2\cdot\mathbf r_{12})}{r_{12}^3}\right].
$$

The first term is the Gaunt term and the second the gauge term. We evaluate the expectation value of $g$ in one determinant of orthonormal, localized four-spinors $\phi_i$. A frequency-dependent interaction has other kernels, for which the formulas below do not hold as they stand.

Define the pair current $\mathbf j_{ij}=\phi_i^\dagger\boldsymbol\alpha\phi_j$, so that $\mathbf j_{ji}=\mathbf j_{ij}^*$. Exchange enters the energy as $-\frac12\sum_{ij}(ij|g|ji)$. This minus sign cancels the one in the Gaunt term:

$$
E_{\rm Gaunt}=\frac12\sum_{ij}G_{ij},\qquad
G_{ij}=\int\mathbf j_{ij}^*\cdot\mathbf A_{ij}\,d^3r,\qquad
\mathbf A(\mathbf r)=\int\frac{\mathbf j(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'.
$$

The three components of $\mathbf A$ are three scalar Poisson solves.

## The fourth solve

Since $\partial_a r=r_a/r$, a second differentiation gives

$$
\partial_a\partial_b r=\frac{\delta_{ab}}r-\frac{r_ar_b}{r^3},
$$

which is the bracket in the gauge term. Let it act on $\mathbf j$. One derivative of $|\mathbf r-\mathbf r'|$ is moved to the primed variable, which changes its sign, and then onto $\mathbf j$ by parts, which changes it again. Surface terms vanish because $\mathbf j$ is localized:

$$
\int\partial_a\partial_b|\mathbf r-\mathbf r'|\,j_b(\mathbf r')d^3r'
=\partial_a\Lambda,\qquad
\Lambda=\int|\mathbf r-\mathbf r'|\,\nabla'\cdot\mathbf j(\mathbf r')\,d^3r'.
$$

This is a convolution with the growing kernel $r$. To remove it, integrate by parts back, using $\nabla'|\mathbf r-\mathbf r'|=-(\mathbf r-\mathbf r')/|\mathbf r-\mathbf r'|$:

$$
\Lambda=\int\frac{(\mathbf r-\mathbf r')\cdot\mathbf j(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'
=\mathbf r\cdot\mathbf A-\chi,\qquad
\chi=\int\frac{\mathbf r'\cdot\mathbf j(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'.
$$

The new quantity $\chi$ is one Poisson solve with source $\mathbf r\cdot\mathbf j$. The interaction with the pair is $-\boldsymbol\alpha\cdot\mathbf a$, where

$$
\mathbf a=\mathbf A-\tfrac12\nabla\Lambda .
$$

For the energy, one more integration by parts gives

$$
U_{ij}=\int\mathbf j_{ij}^*\cdot\nabla\Lambda_{ij}\,d^3r
=-\int(\nabla\cdot\mathbf j_{ij})^*\Lambda_{ij}\,d^3r,\qquad
E_{\rm gauge}=-\frac14\sum_{ij}U_{ij}.
$$

The factor $-\frac14$ is the exchange factor $-\frac12$ times the $\frac12$ in the gauge term.

The sign of $U$ follows in momentum space. From $\nabla^2r=2/r$ and $\nabla^2(1/r)=-4\pi\delta$, the transform of $r$ is $-8\pi/k^4$ for $k\ne0$, and that of $\partial_a\partial_br$ is $8\pi k_ak_b/k^4$. Hence $U\ge0$, and the gauge term lowers the positive Gaunt exchange energy. The complete kernel is

$$
\frac{4\pi}{k^2}\delta_{ab}-\frac12\frac{8\pi k_ak_b}{k^4}
=
\frac{4\pi}{k^2}\left(\delta_{ab}-\frac{k_ak_b}{k^2}\right),
$$

which acts only on the transverse part of the current, so the total Breit exchange energy cannot be negative.

There is a useful limiting case. If both orbitals are eigenfunctions of $c\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V$ with the same local $V$, subtracting $(h\phi_i)^\dagger\phi_j$ from $\phi_i^\dagger h\phi_j$ gives $-ic\nabla\cdot\mathbf j_{ij}=(\varepsilon_j-\varepsilon_i)\phi_i^\dagger\phi_j$. Degenerate pairs then have $U=0$. With nonlocal exchange in $h$ the cancellation of $V$ fails, and $\nabla\cdot\mathbf j$ must be computed from the current.

## Applying the exchange operator

The contribution to the Fock operator is $F_x\phi_i=\sum_j\boldsymbol\alpha\cdot\mathbf a_{ji}\phi_j$, and $\frac12\sum_i\langle\phi_i|F_x\phi_i\rangle$ returns the energy. Unless the current is divergence-free, the potential $\Lambda$ in general does not vanish at the box edge, so a periodic spectral derivative of it would be wrong. The product rule avoids that derivative:

$$
(\boldsymbol\alpha\cdot\nabla\Lambda)\phi
=\boldsymbol\alpha\cdot\nabla(\Lambda\phi)-\Lambda\,\boldsymbol\alpha\cdot\nabla\phi .
$$

Both derivatives now act on localized functions. No further Poisson solve is needed.

## Counting solves

Let $K\phi=\Theta\phi^*$, with $\Theta=-i\sigma_y$ on each two-spinor. Then $K^2=-1$ and $\Theta^\dagger\boldsymbol\alpha\Theta=-\boldsymbol\alpha^*$, so

$$
(K\phi_i)^\dagger\boldsymbol\alpha(K\phi_j)
=\phi_i^T\Theta^\dagger\boldsymbol\alpha\Theta\phi_j^*
=-(\phi_i^\dagger\boldsymbol\alpha\phi_j)^* .
$$

With $\phi_{\bar i}=K\phi_i$ this reads $\mathbf j_{\bar i\bar j}=-\mathbf j_{ij}^*$. Inserting $\phi_j=-K\phi_{\bar j}$ gives $\mathbf j_{\bar i j}=\mathbf j_{i\bar j}^*$.

For two different Kramers pairs $p<q$, the eight ordered products reduce to $\mathbf j_{pq}$ and $\mathbf j_{p\bar q}$, each with weight 4. They are complex, which makes four real vector currents. Within one pair, the real $\mathbf j_{pp}$ and the complex $\mathbf j_{p\bar p}$ remain, each with weight 2, which makes three. For $M$ pairs the number is

$$
4\,\frac{M(M-1)}2+3M=M(2M+1).
$$

Gaunt exchange therefore takes $3M(2M+1)$ real solves and Breit exchange $4M(2M+1)$. Hermiticity alone would leave $(2M)^2$ real currents. Numerical ranks for generic spinors with $M=1,2,3$ are 3, 10 and 21 with Kramers symmetry, and 4, 16 and 36 without, so in these cases no further linear relation reduces the count. This does not exclude a cheaper algorithm of another kind. Special orbitals can need fewer solves: for a single $s$ Gaussian with the small component given below, the current within its Kramers pair is $\nabla\times(L_i^\dagger\boldsymbol\sigma L_j)/(2c)$, whose nine real components are multiples of only three functions. The 30 and 40 solves of the example are the generic count, not its minimum.

Since $\mathbf j_{\bar i\bar i}=-\mathbf j_{ii}$ for these real currents, the total current of a closed shell vanishes. There is no direct Breit energy, and exchange is the whole expectation value.

Applying the full tensor kernel instead takes nine component convolutions per current, or 90 real ones for $M=2$ against 40 here. These are counts of kernel applications, not times: an FFT code can share transforms among tensor components.

## Two-component orbitals

At leading order the small component is $S=\boldsymbol\sigma\cdot\mathbf p\,L/(2c)$, and $\mathbf j_{ij}=L_i^\dagger\boldsymbol\sigma S_j+S_i^\dagger\boldsymbol\sigma L_j$. Using $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abd}\sigma_d$ and $\mathbf p=-i\nabla$, the two terms are

$$
2c\,L_i^\dagger\sigma_aS_j=-iL_i^\dagger\partial_aL_j+\epsilon_{abd}L_i^\dagger\sigma_d\partial_bL_j,
$$
$$
2c\,S_i^\dagger\sigma_aL_j=i(\partial_aL_i^\dagger)L_j+\epsilon_{abd}(\partial_bL_i^\dagger)\sigma_dL_j .
$$

Their sum is

$$
\mathbf j_{ij}=\frac1{2c}\left[-i\left(L_i^\dagger\nabla L_j-(\nabla L_i^\dagger)L_j\right)
+\nabla\times(L_i^\dagger\boldsymbol\sigma L_j)\right].
$$

The solves are the same. The spin part is a curl, so it has no divergence and does not contribute to $U$. If the two-component Hamiltonian comes from another decoupling, both $L$ and $S$ must be rebuilt from its orbitals with that decoupling before the current is formed.

## Kernels and their errors

**Uniform grid.** Cutting $1/r$ off at radius $R$ leaves the potential inside a box of side $\ell$ unchanged if $R\ge\sqrt3\,\ell$. The transform of the cut kernel is smooth at $k=0$:

$$
\frac{4\pi}k\int_0^R\sin(kr)\,dr=\frac{4\pi(1-\cos kR)}{k^2}\;\to\;2\pi R^2\quad(k\to0).
$$

Periodic images stay out of reach if the period is at least $\ell+R$. In the example $\ell=40\times0.28=11.2$ bohr and $R=19.4$ bohr, so a period of $3\ell=33.6$ bohr exceeds the required 30.6 bohr.

**Multiwavelets.** Separable convolutions follow from $1/r=(2/\sqrt\pi)\int_0^\infty e^{-t^2r^2}dt$. Put $t=e^s$ and use the trapezoidal rule with step $\eta$. By Poisson summation, the error consists of the Fourier components of the integrand at $\omega_m=2\pi m/\eta$, $m\neq0$. The substitution $u=r^2t^2$ gives

$$
\int_{-\infty}^{\infty}e^{s(1+i\omega)}e^{-r^2e^{2s}}ds=\tfrac12r^{-1-i\omega}\,\Gamma\!\left(\tfrac{1+i\omega}2\right).
$$

With $|\Gamma(\frac12+iy)|^2=\pi/\cosh\pi y$ and $y=\pi/\eta$, the terms $m=\pm1$ bound the leading relative error by $2\sqrt2\,e^{-\pi^2/(2\eta)}$. The program uses $\eta=1/4$, for which this is $7.6\times10^{-9}$. Its sum starts at $t_0=e^{-22}$, and the omitted terms add a relative error $(2/\sqrt\pi)\,t_0r\,\eta/(e^\eta-1)$, or $5.5\times10^{-9}$ at $r=20$ bohr. Their sum, $1.3\times10^{-8}$, is an upper estimate, and the largest error found between 0.01 and 20 bohr with 137 terms equals it to two figures.

Multiplying the weights by $2t^2$ gives $1/r^3$, because $\int_0^\infty t^2e^{-t^2r^2}dt=\sqrt\pi/(4r^3)$. The gamma function is then $\Gamma(\frac32+iy)$, and the relative quadrature error grows by $\sqrt{1+4y^2}\approx25$, to $1.9\times10^{-7}$, as found. At equal step the tensor kernel is the less accurate one.

**Subtraction in $\Lambda$.** Solver errors enter as $\delta\Lambda=\mathbf r\cdot\delta\mathbf A-\delta\chi$, so

$$
|\delta\Lambda|\le|\mathbf r|\,|\delta\mathbf A|+|\delta\chi| .
$$

Shifting the origin by $\mathbf o$ changes $\mathbf r\cdot\mathbf A$ and $\chi$ by the same amount, $-\mathbf o\cdot\mathbf A$, and leaves the true $\Lambda$ unchanged. The error bound does change. With a fixed linear kernel the actual error does not, because $\mathbf r\cdot\delta\mathbf A$ and $\delta\chi$ also shift by the same amount, $-\mathbf o\cdot\delta\mathbf A$. Rounding and adaptive truncation spoil this cancellation, and their error can grow with the distance from the origin. In an extended molecule an adaptive solver should therefore use an origin near the pair being treated. A constant error in $\Lambda$ is harmless for the energy, since $\int\nabla\cdot\mathbf j\,d^3r=0$.

## Worked example

The large component of $p$ is an $s$ Gaussian with exponent 1.0 bohr⁻² at $(0,0,-0.5)$ bohr. That of $q$ is of $p_{1/2}$ type, with exponent 0.8 bohr⁻² at $(0.3,0,0.5)$ bohr. The small components follow from the relation for $S$ above, and the four spinors are symmetrically orthonormalized. They are prescribed, not self-consistent. In microhartree:

| Current | Weight | $G$ | $U$ |
|---|---:|---:|---:|
| $p,p$ | 2 | 20.050 | 0.0675 |
| $p,\bar p$ | 2 | 38.158 | 1.5675 |
| $p,q$ | 4 | 5.429 | 1.2904 |
| $p,\bar q$ | 4 | 28.861 | 11.7975 |
| $q,q$ | 2 | 12.598 | 0.0675 |
| $q,\bar q$ | 2 | 26.989 | 1.5675 |

The weighted sums are

$$
E_{\rm Gaunt}=\tfrac12\left[2(97.795)+4(34.290)\right]=166.37,
$$
$$
E_{\rm gauge}=-\tfrac14\left[2(3.270)+4(13.088)\right]=-14.72 .
$$

The total is 151.65 microhartree, or 4.127 meV. The gauge term is 8.8% of the Gaunt term in magnitude, and 13.09 of its 14.72 microhartree come from currents between different Kramers pairs.

The equal values of $U$ for $p$ and $q$ have a cause. Before orthonormalization each large component satisfies $\nabla^2L=f(r)L$ with real $f$, $r$ being measured from its own center. The two-component current then gives $\nabla\cdot\mathbf j=0$ within each Kramers pair. Orthonormalization mixes in the divergence between the pairs. Let $(x',y',z')$ be the position relative to the center of $q$, and $t_z,t_x$ the real overlap coefficients in the $2\times2$ overlap block $t_z-i\sigma_yt_x$. Multiplying out the blocks gives the divergences within $p$ (upper sign) and $q$ (lower sign) as a common real function times

$$
\sigma_x\,t_zy'+\sigma_y(t_xz'-t_zx')\mp\sigma_z\,t_xy' .
$$

The diagonal element differs by a sign and the off-diagonal element not at all, so the values of $U$ agree. A rotation about $z$ changes these spinors only by phases and brings any two centers into a plane of constant $y$. For an $s$ and a $p_{1/2}$ Gaussian the equality therefore holds for all exponents and positions of the two centers. For other pairs of orbitals this derivation does not apply as it stands.

Spherical quadrature in momentum space reproduces $G$ and $U$ of the $p,q$ current to all printed digits, and a sum over all 16 ordered products reproduces both energies. At three test points, $\mathbf A$ and $\Lambda$ of the $p,q$ current agree with direct quadrature of $\int\mathbf j/|\mathbf r-\mathbf r'|\,d^3r'$ and $\int(\mathbf r-\mathbf r')\cdot\mathbf j/|\mathbf r-\mathbf r'|\,d^3r'$ to $2.9\times10^{-10}$ of their largest grid values. The term $\boldsymbol\alpha\cdot\mathbf a_{pq}\phi_p$ of the exchange action agrees to $9.2\times10^{-7}$ of its largest value. These figures measure the numerical evaluation for fixed orbitals; they say nothing about the error of a mean-field model or of an incomplete orbital basis. The numerical check contains the remaining comparisons.

## Table of computed values

```
speed of light: 137.035999 atomic units
s exponent: 1.0 bohr^-2; center: (0.0, 0.0, -0.5) bohr
p1/2 exponent: 0.8 bohr^-2; center: (0.3, 0.0, 0.5) bohr
grid: 40 points per axis, spacing 0.28 bohr
Coulomb kernel cutoff radius: 19.399 bohr
normalized raw overlap |<p|q>|: 0.350191
normalized raw overlap |<p|qbar>|: 0.105057
distinct currents: weight, G and U in microhartree
  p,p: weight 2, G = 20.04978, U = 0.06750
  p,pbar: weight 2, G = 38.15805, U = 1.56752
  p,q: weight 4, G = 5.42853, U = 1.29045
  p,qbar: weight 4, G = 28.86133, U = 11.79745
  q,q: weight 2, G = 12.59773, U = 0.06750
  q,qbar: weight 2, G = 26.98943, U = 1.56752
momentum quadrature, p,q: G = 5.42853 microhartree
momentum quadrature, p,q: U = 1.29045 microhartree
Gaunt exchange energy: 166.37471 microhartree
gauge exchange energy: -14.72292 microhartree
Breit exchange energy: 151.65178 microhartree
Breit exchange energy: 4.126655 meV
gauge/Gaunt ratio: -0.088493
all ordered pairs, Gaunt: 166.37471 microhartree
all ordered pairs, gauge: -14.72292 microhartree
real Poisson solves, Gaunt: 30
real Poisson solves, Breit: 40
M = 1: real currents with Kramers symmetry 3, without 4
M = 2: real currents with Kramers symmetry 10, without 16
M = 3: real currents with Kramers symmetry 21, without 36
Gaussian terms in separated kernel: 137
Gaussian kernel range tested: 0.01 to 20.0 bohr
relative error of 1/r expansion: 1.3e-08
relative error of 1/r^3 expansion: 1.9e-07
relative difference, separated and FFT potentials: 7.9e-10
relative difference, two routes to Lambda: 2.3e-07
relative error of potentials at test points: 2.9e-10
relative error of exchange action at points: 9.2e-07
relative error of two-component current: 1.3e-07
```
